# A Dislocation Lets a Flat Facet Grow Without Repeated Nucleation

Suppose that every new layer on a flat crystal facet had to begin as a freshly nucleated island. For a 1 mm² facet of CdTe at 700 K, in a vapour delivering 3% more material than equilibrium requires, the expected wait for the first island would then be at least about \(10^{28}\) years, with the rough inputs used below. The same facet with one suitable dislocation gains a layer every minute and a half in the model worked out below, once the spiral step has spread across it. What fails is the premise that a layer, once complete, leaves no step behind.

## The counter-example: CdTe(111)

**The driving energy.** Cd and Te\(_2\) arrive with equal numbers of atoms, and both fluxes are raised by the factor \(1+s\), with \(s=0.03\). For an ideal gas at fixed temperature this raises the chemical potential of each molecule by \(k_BT\ln(1+s)\). A CdTe pair uses one Cd atom and half a Te\(_2\) molecule, so it gains

\[
\Delta\mu=\left(1+\tfrac12\right)k_BT\ln(1+s)
=1.5\times0.06032\ \text{eV}\times\ln 1.03=2.675\ \text{meV}.
\]

**Without a dislocation.** Let \(\beta\) be the free energy of a step per length, taken as independent of direction, and \(a\) the facet area per pair. A circular island of radius \(r\) has edge length \(2\pi r\) and contains \(\pi r^2/a\) pairs. Its free energy is

\[
\Delta G(r)=2\pi r\beta-\frac{\pi r^2\Delta\mu}{a}.
\]

Setting the derivative \(2\pi\beta-2\pi r\Delta\mu/a\) to zero gives the critical radius, and inserting it gives the barrier:

\[
r_c=\frac{\beta a}{\Delta\mu},\qquad
\Delta G^*=\frac{2\pi\beta^2a}{\Delta\mu}-\frac{\pi\beta^2a}{\Delta\mu}
=\frac{\pi\beta^2a}{\Delta\mu}.
\]

With the rough value \(\beta=0.20\) eV/nm and \(a=0.1818\) nm², \(r_c=13.6\) nm and \(\Delta G^*=8.54\) eV, which is \(141.6\,k_BT\).

A step-free perfect facet needs at least one nucleus per layer, so layers cannot form faster than nuclei. As a generous estimate, let each of the \(5.50\times10^{12}\) sites attempt nucleation at the rate \(k_BT/h_P=1.46\times10^{13}\) s\(^{-1}\), where \(h_P\) is Planck's constant. The nucleation rate on the whole facet is then

\[
5.50\times10^{12}\times1.46\times10^{13}\,e^{-141.6}\ \text{s}^{-1}
\approx10^{-35.6}\ \text{s}^{-1},
\]

which gives the lower estimate of the waiting time quoted above.

**With a dislocation.** Let \(a_0=0.648\) nm be the lattice constant. A pair occupies the volume \(a_0^3/4\) and the facet area \(a=\sqrt3a_0^2/4\), so one bilayer has height \(h=a_0/\sqrt3=0.374\) nm. A dislocation with Burgers vector \((a_0/2)[110]\) has the component

\[
\frac{a_0}{2}\,\frac{(1,1,0)\cdot(1,1,1)}{\sqrt3}=\frac{a_0}{\sqrt3}=h
\]

along the facet normal. Where it emerges, the surface is displaced by one bilayer, and a step ends there. For \((a_0/2)[1\bar10]\) the component is zero and no step is supplied. Of the twelve vectors of this type, six give a bilayer step. "Screw dislocation" is thus shorthand: what matters here is the normal component of the Burgers vector. The core is treated as a point. Real dislocations in CdTe tend to split into two partials, because the stacking-fault energy is low (roughly 10 mJ/m²). On an inclined {111} plane the partials carry normal components \(h/3\) and \(2h/3\) for \((a_0/2)[110]\), and \(+h/3\) and \(-h/3\) for \((a_0/2)[1\bar10]\). An elastic estimate puts them about 5 to 15 nm apart, comparable to \(r_c\). The count of full steps is unchanged, but the effect on the inner spiral and on nucleation at the fault is not included here.

**How fast the step moves.** Let the Cd atoms on the surface have density \(n\), diffusion coefficient \(D\) and lifetime \(\tau\) before desorption. Te\(_2\) molecules arrive half as often and are assumed to have the same diffusion length. Both species then have the same fractional excess everywhere and reach the step in the right proportion, so one equation serves for both. At equilibrium the arrival flux is \(F\) and the density is \(F\tau\). Exchange at the step is taken to be fast, so the density stays at \(F\tau\) there. The step moves slowly enough for the density to be stationary. The excess \(u=n-F\tau\) obeys

\[
D u''-\frac{u}{\tau}+sF=0,\qquad u(0)=0,
\]

and its bounded solution is \(u=sF\tau(1-e^{-x/x_s})\), with \(x_s=\sqrt{D\tau}\). The flux into the step from one side is \(Du'(0)=sFD\tau/x_s=sFx_s\). Two sides contribute, and each pair advances the step over an area \(a\). With \(k=aF\), the arrival rate per site at equilibrium, the speed is

\[
v_0=2x_s s k .
\]

A rough equilibrium Cd pressure of \(2\times10^{-5}\) Torr gives \(k=4.55\) s\(^{-1}\) through the kinetic flux \(p/\sqrt{2\pi mk_BT}\), if every arriving atom is first adsorbed. With \(x_s=10\) nm, \(v_0=2\times10\times0.03\times4.554=2.73\) nm/s.

**The growth rate.** The step is held at the dislocation while its outer part advances, so it winds into a spiral. The proof below gives the distance between turns, \(\lambda=18.98\,r_c=258\) nm. Once the spiral has spread to a distant point, one turn passes that point in each rotation period \(\lambda/v_0=94.5\) s and raises the surface there by \(h\):

\[
R=\frac{h v_0}{\lambda}=\frac{0.3741\ \text{nm}}{94.5\ \text{s}}
=0.00396\ \text{nm/s}=14.3\ \text{nm/h}.
\]

No nucleus has been used. The spreading itself is slow: at the speed \(v_0\) a turn takes about two days to travel 0.5 mm.

## The general statement

Consider a facet with positive step free energy, hence below its roughening temperature.

1. If a dislocation emerges with a normal Burgers component of one layer, each circuit on the facet around that point alone crosses a step, however many layers have been added.
2. If the step advances with \(v=v_0(1-r_c\kappa)\), where \(\kappa\) is its curvature, and the source is isolated, the step winds into a steady spiral with \(\lambda\approx18.98\,r_c\), and the facet grows at \(R=hv_0/\lambda\).

Neither part forbids nucleation. They say that growth does not depend on it.

## Proof that the step cannot disappear

Give each surface site \(i\) an integer \(n_i\), the number of layers added there. Draw a cut from the dislocation to the facet edge; across it the labels of matching layers differ by one. The number of layers climbed in going from site \(i\) to its neighbour \(j\) is

\[
d_{ij}=n_j-n_i+c_{ij},
\]

where \(c_{ij}=\pm1\) if the move crosses the cut, with the sign set by the direction, and \(c_{ij}=0\) otherwise. Sum this over a closed circuit around the dislocation. Each \(n_i\) enters once with a plus and once with a minus sign, so

\[
\sum_{\text{circuit}}d_{ij}=\sum_{\text{circuit}}c_{ij}=\pm1 .
\]

Growth changes the \(n_i\), which have dropped out. If the circuit crossed no step, every \(d_{ij}\) would be zero and so would the sum. A step is therefore always present while the dislocation emerges on this facet. On a perfect facet the sum is zero, and all steps may vanish.

A lattice model shows the difference. On \(40\times40\) sites, a unit may be added only beside a higher neighbour, so nucleation is forbidden. An ordinary step that initially bounds a half-covered layer completes that layer, and growth stops: the last 400 of 800 sweeps add nothing. With a dislocation and no other step, the last 400 sweeps add 100 layers. The four sites around the core fill one after another, which gives one layer per four sweeps. This model has no step energy, so it tests the permanence of the step and not the spacing of its turns.

## Proof of the spiral and its spacing

**Why curvature slows the step.** For a circle of radius \(\rho\), the edge length per added area grows by \(d(2\pi\rho)/d(\pi\rho^2)=1/\rho\). Adding a pair therefore costs the edge energy \(\beta a/\rho\). Such an edge is in equilibrium at an excess \(s_\rho\) given by

\[
1.5\,k_BT\ln(1+s_\rho)=\frac{\beta a}{\rho}=\frac{r_c}{\rho}\Delta\mu
=\frac{r_c}{\rho}\,1.5\,k_BT\ln(1+s).
\]

For small \(s\) the logarithms may be replaced by their arguments, so \(s_\rho\approx s\,r_c/\rho\). The excess left to drive the step is \(s-s_\rho\), and with \(\kappa=1/\rho\),

\[
v=v_0(1-r_c\kappa).
\]

**The equation of the rotating step.** Measure lengths in \(r_c\) and speeds in \(v_0\). Describe the step in polar coordinates by \(\varphi(r,t)\), advancing towards larger \(\varphi\), and let \(\psi=-r\,\partial\varphi/\partial r\), which is positive when the outer parts lag behind. Rotation at the rate \(\omega\) moves a point of the step sideways at \(\omega r\). The component along the step normal is

\[
v=\frac{\omega r}{\sqrt{1+\psi^2}} .
\]

Going outwards, the tangent has the direction angle \(\alpha=\varphi-\arctan\psi\), and the arc length is \(d\ell=\sqrt{1+\psi^2}\,dr\). The curvature is positive when the step bulges forwards, which means that \(\alpha\) decreases outwards:

\[
\kappa=-\frac{d\alpha}{d\ell}
=\frac{1}{\sqrt{1+\psi^2}}\left(\frac{\psi}{r}+\frac{\psi'}{1+\psi^2}\right).
\]

Insert both into \(v=1-\kappa\) and multiply by \(\sqrt{1+\psi^2}\):

\[
\omega r=\sqrt{1+\psi^2}-\frac{\psi}{r}-\frac{\psi'}{1+\psi^2}.
\]

Solving for \(\psi'\) gives

\[
\psi'=(1+\psi^2)\left[\sqrt{1+\psi^2}-\frac{\psi}{r}-\omega r\right].
\]

**The core and the far region.** Near the core put \(\psi=cr\). At leading order \(c=1-c\), so \(c=\tfrac12\). The curvature there is \(2c=1\), that is \(1/r_c\), and the speed vanishes, as it must at the fixed end. Far out, \(\psi\) is large. A solution that keeps growing only in proportion to \(r\) needs the bracket to stay small, hence \(\psi\approx\omega r\) and \(\partial\varphi/\partial r\approx-\omega\). An angle of \(2\pi\) then corresponds to the radial distance

\[
\lambda=\frac{2\pi}{\omega}\,r_c .
\]

**Which rotation rate is selected.** A larger \(\omega\) lowers \(\psi'\) and hence \(\psi\). Far out, a small difference \(\delta\) between two solutions grows approximately as \(\delta'=(1+\psi^2)\delta\). A wrong \(\omega\) thus drives \(\psi\) either upwards without limit or below zero. Numerical integration from the core runs upwards for \(\omega=0.1\) and downwards for \(\omega=0.8\). Narrowing this interval gives \(\omega=0.330958\), hence \(\lambda=18.98\,r_c\).

This shows that a steady spiral exists, but not yet that a step reaches it. The time-dependent equation was therefore solved from an initially straight step, on a disc of radius \(10\,r_c\) whose rim the step meets at a right angle. By the time \(60\,r_c/v_0\) the step had made 3.04 turns at half the disc radius, and between times 40 and 60 it rotated at \(0.3310\,v_0/r_c\), in agreement with the steady solution. The disc is smaller than one spacing, so this tests the rotation rate and not the spacing itself. The value \(18.98\,r_c\) is approached far out; the innermost turns lie somewhat closer, about \(18\,r_c\) apart.

Extending the core slope \(\partial\varphi/\partial r=-\tfrac12\) to all radii would give \(\lambda=4\pi r_c=12.57\,r_c\). The slope in fact weakens to \(-0.331\) far out, so the turns lie further apart.

## When a permanent step gives no growth

Let two dislocations of opposite sign lie a distance \(d\) apart, joined by one step. The step is permanent, but it can come to rest wherever \(\kappa=1/r_c\). An arc of radius \(r_c\) can span the two ends if \(d\le2r_c\), and its height is

\[
r_c-\sqrt{r_c^2-d^2/4}.
\]

For \(d=1.6\,r_c\) this is \(0.400\,r_c\), and a numerically followed step, initially straight, stops at that height. For \(d=2.6\,r_c\) no such arc exists, and the step was followed until its bow passed \(2r_c\). In the example, this limit is 27.2 nm. An opposite partner well inside it disables the source. Just inside it, thermal motion can still carry the step past its resting shape, because the barrier to doing so vanishes at \(d=2r_c\). This barrier is the free-energy difference between the long and the short arc of radius \(r_c\), \(\beta r_c(\pi-2\vartheta-\sin2\vartheta)\) with \(\sin\vartheta=d/2r_c\). In the example it is about 55, 15 and 2 \(k_BT\) for \(d=1.0\), 1.6 and \(1.9\,r_c\).

## Low and high supersaturation

At small \(s\), \(\Delta\mu\approx1.5\,k_BTs\), so

\[
R=\frac{h\,(2x_ssk)\,\Delta\mu}{18.98\,\beta a}
\approx\frac{3h x_s k\,k_BT}{18.98\,\beta a}\,s^2 .
\]

With all other inputs fixed, going from \(s=1\%\) to \(2\%\) raises \(R\) from 1.60 to 6.37 nm/h, nearly fourfold. The nucleation barrier meanwhile falls from 421 to 211 \(k_BT\). Towards small \(s\) the spiral rate falls as a power, while nucleation falls exponentially in \(1/s\), so the spiral wins.

At high \(s\) the turns crowd together and compete for material. Between two steps at distance \(\lambda\), the condition \(u=0\) at both gives

\[
u=sF\tau\left[1-\frac{\cosh\big((x-\lambda/2)/x_s\big)}{\cosh(\lambda/2x_s)}\right],
\qquad Du'(0)=sFx_s\tanh\frac{\lambda}{2x_s}.
\]

The speed is therefore multiplied by \(\tanh(\lambda/2x_s)\). For \(\lambda\ll2x_s\) this factor is \(\lambda/2x_s\), and \(R\to hsk\): the whole excess is incorporated and the growth law becomes linear in \(s\). In the example the factor differs from one by \(10^{-11}\), and the step collects the fraction \(2x_s/\lambda\approx8\%\) of the excess.

With the example's inputs, \(\lambda\) falls to \(2x_s\) only near \(s=0.46\). There \(r_c\) is about 1 nm, too small for a smooth, continuous step to be a safe picture, so the linear regime is a limit of the model rather than a prediction for this facet. Nucleation may also take over before it is reached. The generous nucleation estimate equals the spiral's layer rate at \(s=6.9\%\) for \(\beta=0.20\) eV/nm, but at \(1.6\%\) for \(\beta=0.10\) eV/nm. Below these values the spiral wins by this estimate; above them the estimate is too generous to decide. With the smaller step energy, the case \(s=3\%\) would thus be undecided.

## How far the numbers can be trusted

Thermal motion makes the step wander. Take a piece of length \(L\), pinned at both ends, and displace its middle by \(y\). The cheapest shape has two straight halves of slope \(2y/L\), and for small slopes the extra energy is \(\tfrac12\beta(2y/L)^2L=2\beta y^2/L\). Equating its mean to \(\tfrac12k_BT\) gives

\[
\langle y^2\rangle=\frac{k_BTL}{4\beta}.
\]

The root-mean-square displacement is 1.0 nm for \(L=r_c\) and 4.4 nm for \(L=\lambda\). The latter is under 2% of the distance between turns. The inner part of the spiral, however, is held only at the dislocation. A straight piece pinned at one end costs the energy \(\beta y^2/(2L)\) when its free end moves by \(y\), so there \(\langle y^2\rangle=k_BTL/\beta\). For \(L=r_c\) this gives 2.0 nm, or 15% of \(r_c\); the effect on the spacing is not computed here. Longer pieces of the outer turns wander further, in proportion to \(\sqrt L\); whether they meet is not examined here.

Some other neglected effects can be estimated too. Replacing the logarithms by their arguments changes the speed by at most 0.4% of \(v_0\). A circular step of radius \(r_c\) collects 0.94 times as much per length as a straight one at equal driving. Since \(x_s\approx0.74\,r_c\) here, neighbouring parts of the inner spiral share one diffusion field and the local speed law is only approximate there; including this coupling raises the rotation rate by about 1%, to \(\lambda\approx18.8\,r_c\) and \(R\approx14.4\) nm/h. The elastic energy density at distance \(r\) from a screw dislocation is \(Gb^2/(8\pi^2r^2)\). With a rough shear modulus \(G\) of 15 GPa and the full Burgers length \(b=a_0/\sqrt2\), this estimate gives an energy per pair, of volume \(a_0^3/4\), that is 3.4% of \(\Delta\mu\) at \(r=r_c\). It grows as \(1/r^2\) towards the core, and the resulting change in the spacing is not computed here.

The step energy may also depend on direction. If the step energy varies as \(\beta(1+0.05\cos3\theta)\), the nucleation barrier falls by only 1%. The line stiffness, which replaces \(\beta\) in the curvature law, is the step energy plus its second angular derivative, \(\beta(1-0.40\cos3\theta)\), and varies between 0.6 and 1.4 \(\beta\). The strongly curved inner part of the spiral then depends on direction; its shape and the resulting spacing are not computed here.

The example represents slow vapour growth of CdTe near equilibrium, and its pressure, step energy and diffusion length are rough values. Growth at a micrometre per hour, far above 14 nm/h, would need other conditions; if it is reached by a larger supersaturation, nucleation may contribute. Halving \(\beta\) alone would halve \(\lambda\) and double \(R\) to about 29 nm/h. Real wafers also break the assumption of an exactly oriented facet. A miscut above \(h/\lambda=0.0014\) rad, about 0.08°, supplies steps closer together than the spiral's turns, and these set the faster rate while they last. On a finite facet without a new source they run out at the edge; the dislocation's step remains. The numerical output lists the values used here.

## Numbers as computed

```
Lattice constant (rough input): 0.648 nm
Temperature: 700 K; kT = 0.06032 eV
Equilibrium Cd pressure (rough): 2.0e-05 Torr
Cd atomic mass: 112.4 u
Excess flux s: 3.0 %
Step free energy (rough): 0.20 eV/nm
Surface diffusion length (rough): 10.0 nm
Shear modulus (rough): 15 GPa
Facet area: 1.0 mm2; sites: 5.500e+12
Area per pair: 0.1818 nm2; bilayer h: 0.3741 nm
Burgers vectors giving a step: 6 of 12
Lattice model: 800 sweeps, 40 x 40 sites
Ordinary step, late growth: 0.0 layers
Dislocation step, late growth: 100.0 layers
Spiral omega, steady equation: 0.330958 v0/r_c
Spiral omega, time evolution: 0.33095 v0/r_c
Turns made by time 60 r_c/v0: 3.04
Spacing / r_c: 18.985
Rough Archimedean spacing / r_c: 12.566
Pair 1.6 r_c apart, final bow: 0.400 r_c
Static arc formula for that bow: 0.400 r_c
Pair 2.6 r_c apart, bow passes: 2.00 r_c
Arrival rate at equilibrium: 4.554 per site per s
Driving energy per pair: 2.675 meV
Critical radius: 13.60 nm
Nucleation barrier: 8.543 eV = 141.6 kT
Generous attempt rate: 1.459e+13 per site per s
log10(nucleation wait / year): 28.1
Straight-step speed: 2.732 nm/s
Spiral spacing: 258.1 nm
Rotation period (one layer): 94.5 s
Spiral growth rate: 0.00396 nm/s = 14.26 nm/h
Minimum opposite-pair distance: 27.2 nm
s=1 %: R=1.60 nm/h, barrier=420.7 kT
s=2 %: R=6.37 nm/h, barrier=211.4 kT
s=5 %: R=39.22 nm/h, barrier=85.8 kT
Rate ratio on doubling tiny s: 3.9998
Break-even s, beta=0.20 eV/nm: 6.92 %
Break-even s, beta=0.10 eV/nm: 1.63 %
Neglected overlap of turns: 1.2e-11 of v0
Curved/straight capture at r_c: 0.942
Gibbs-Thomson linearisation error: 0.37 % of v0
Strain energy/driving energy at r_c: 3.43 %
Step wandering over length r_c: 1.01 nm
Step wandering over one spacing: 4.41 nm
Illustrative step-energy anisotropy: 5 %
Barrier ratio with anisotropy: 0.9900
Stiffness/beta range: 0.60 to 1.40
```
